**First-order thermal desorption: peak temperature and initial coverage**

For first-order desorption with constant energy E and prefactor ν under a linear ramp β, the rate peaks where E/(kTp²) = (ν/β) exp(−E/kTp), provided the ramp starts below Tp. Here k is Boltzmann's constant and Tp the peak temperature; the initial coverage does not enter. The program integrates the rate equation in time and asserts that the simulated peaks agree with this condition within 0.001 K for four initial coverages and two further starting temperatures. It also asserts the formulas for remaining coverage, peak rate, energy recovery and sensitivities, and compares the line width with its large-E/kTp limit. For rough parameters of hydrogen on Si(100), the peak is at 786.1 K for every coverage from 0.01 to 1 ML. Second-order kinetics, incomplete pairing and adsorbate repulsion bring back a coverage dependence: between 1 and 0.1 ML the peak moves by about 49, 7 and 11 K, respectively. Pumping delay adds about 0.4 K, and readsorption with an assumed sticking probability of one adds about 2.8 K.

## Verification by program

```python
"""First-order thermal desorption under a linear temperature ramp.

Result under test: for d(theta)/dt = -nu*theta*exp(-E/(k*T)), T = T0 + beta*t,
the desorption rate peaks at Tp given by
    E/(k*Tp^2) = (nu/beta)*exp(-E/(k*Tp)),
whatever the initial coverage, provided T0 < Tp.
theta: coverage (ML), nu: prefactor (1/s), E: desorption energy (eV),
beta: ramp rate (K/s), k: Boltzmann constant (eV/K), x = E/(k*Tp).
The rate equations are integrated in time and compared with derived formulas.
Example: hydrogen on monohydride Si(100), rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expn, lambertw

K_B = const.k / const.e
ENERGY = 2.5          # eV
NU = 1.0e15           # 1/s
BETA = 2.0            # K/s
PAIRING = 0.25        # eV, gain for two H atoms on one dimer
REPULSION = 0.05      # eV per ML
VOLUME = 60.0         # litre
PUMP_SPEED = 300.0    # litre/s
SAMPLE_AREA = 1.0     # cm^2
GAS_TEMPERATURE = 300.0  # K


def rate_constant(T):
    return NU * np.exp(-ENERGY / (K_B * T))


def integrate(law, start, beta=BETA, T_start=500.0, T_stop=900.0):
    """Integrate dy/dt = law(T, y) in time; return temperatures and y."""
    T = np.arange(T_start, T_stop, 0.1)
    times = (T - T_start) / beta
    sol = solve_ivp(lambda t, y: law(T_start + beta * t, y),
                    (0.0, times[-1]), start, t_eval=times, method="DOP853",
                    rtol=1e-10, atol=1e-14, max_step=1.0)
    assert sol.success
    return T, sol.y


def locate_peak(T, signal):
    """Parabola through the logarithm of the three highest points."""
    i = int(np.argmax(signal))
    assert 0 < i < len(T) - 1
    a, b, c = np.log(signal[i - 1:i + 2])
    return T[i] + 0.5 * (T[1] - T[0]) * (a - c) / (a - 2 * b + c)


def spectrum(law, theta0, **options):
    T, y = integrate(law, [theta0], **options)
    return T, y[0], -law(T, y)[0]


def peak_of(law, theta0, **options):
    T, _, rate = spectrum(law, theta0, **options)
    return locate_peak(T, rate)


def first_order(T, y):
    return np.array([-rate_constant(T) * y[0]])


def second_order(T, y):
    return np.array([-rate_constant(T) * y[0]**2])


def repulsive(T, y):
    return np.array([-rate_constant(T) * y[0]
                     * np.exp(REPULSION * y[0] / (K_B * T))])


def paired_fraction(theta, weight):
    """Fraction of dimers holding two atoms; weight = exp(pairing/(k*T))."""
    product = theta * (1 - theta)
    half_single = 2 * product / (1 + np.sqrt(1 + 4 * (weight - 1) * product))
    return theta - half_single


def pairing_law(pairing):
    def law(T, y):
        weight = np.exp(pairing / (K_B * T))
        return np.array([-rate_constant(T) * paired_fraction(y[0], weight)])
    return law


def redhead_peak(nu=NU, beta=BETA):
    """Closed solution of the peak condition."""
    w = lambertw(0.5 * np.sqrt(nu * ENERGY / (K_B * beta))).real
    return ENERGY / (2 * K_B * w)


def energy_from_peak(T_peak, nu=NU, beta=BETA):
    return K_B * T_peak * lambertw(nu * T_peak / beta).real


# Peak condition, independence of coverage and starting temperature
Tp = redhead_peak()
x = ENERGY / (K_B * Tp)
root = brentq(lambda T: ENERGY / (K_B * T**2) - rate_constant(T) / BETA,
              400.0, 1200.0)
assert abs(root - Tp) < 1e-8
coverages = [1.0, 0.5, 0.1, 0.01]
first_peaks = [peak_of(first_order, c) for c in coverages]
assert max(abs(p - Tp) for p in first_peaks) < 1e-3
other_starts = [peak_of(first_order, 1.0, T_start=s) for s in (300.0, 700.0)]
assert max(abs(p - Tp) for p in other_starts) < 1e-3
for c in coverages:
    _, _, late_rate = spectrum(first_order, c, T_start=Tp + 10, T_stop=Tp + 60)
    assert np.all(np.diff(late_rate) < 0)

# Integrated coverage, single maximum, coverage and rate at the peak
T, theta, rate = spectrum(first_order, 1.0)
exposure = NU / BETA * (T * expn(2, ENERGY / (K_B * T))
                        - T[0] * expn(2, ENERGY / (K_B * T[0])))
assert np.max(np.abs(theta - np.exp(-exposure))) < 1e-8
inner = rate[1:-1]
window = inner > 1e-6 * rate.max()
maxima = (inner > rate[:-2]) & (inner > rate[2:]) & window
assert np.count_nonzero(maxima) == 1
theta_peak = np.interp(Tp, T, theta)
theta_formula = np.exp(-x * np.exp(x) * expn(2, x))
theta_simple = np.exp(-1) * (1 + 2 / x)
assert abs(theta_peak - theta_formula) < 1e-5
assert abs(theta_peak - theta_simple) < 5 / x**2
peak_rate = theta_formula * BETA * ENERGY / (K_B * Tp**2)
assert abs(rate.max() / peak_rate - 1) < 1e-4


# Line width: finite x against the limiting shape exp(1 + s - exp(s))
def log_shape(t, x_value):
    return (x_value - x_value / t - x_value * np.exp(x_value)
            * (t * expn(2, x_value / t) - expn(2, x_value)))


def scaled_width(x_value):
    def half(s):
        return log_shape(1 + s / x_value, x_value) + np.log(2)
    return brentq(half, 0, 3) - brentq(half, -3, 0)


def limiting_half(s):
    return 1 + s - np.exp(s) + np.log(2)


limit_width = brentq(limiting_half, 0, 3) - brentq(limiting_half, -3, 0)
top = int(np.argmax(rate))
left = np.interp(rate.max() / 2, rate[:top], T[:top])
right = np.interp(-rate.max() / 2, -rate[top:], T[top:])
width = right - left
kelvin_scale = K_B * Tp**2 / ENERGY
assert abs(width - scaled_width(x) * kelvin_scale) < 0.01
error_here = abs(scaled_width(x) / limit_width - 1)
error_large_x = abs(scaled_width(300.0) / limit_width - 1)
assert error_here < 0.06
assert abs(error_here * x / (error_large_x * 300.0) - 1) < 0.25

# Energy recovered from a simulated peak; error of the 3.64 formula
energy_back = energy_from_peak(first_peaks[0])
assert abs(energy_back - ENERGY) < 1e-5
energy_364 = K_B * Tp * (np.log(NU * Tp / BETA) - 3.64)
assert abs(energy_364 / ENERGY - 1) < 0.005
ratio_grid, T_grid = np.meshgrid(np.logspace(8, 13, 41),
                                 np.linspace(200, 1500, 40))
x_grid = lambertw(ratio_grid * T_grid).real
errors_364 = (np.log(ratio_grid * T_grid) - 3.64) / x_grid - 1
assert np.max(np.abs(errors_364)) < 0.04
energy_wrong_nu = energy_from_peak(Tp, nu=1e13)

# Sensitivities
step = 0.05
ramp_slope = (peak_of(first_order, 1.0, beta=BETA * np.exp(step))
              - peak_of(first_order, 1.0, beta=BETA * np.exp(-step))) / (2 * step)
ramp_formula = Tp / (x + 2)
assert abs(ramp_slope / ramp_formula - 1) < 0.005
nu_slope = (energy_from_peak(Tp, NU * np.exp(step))
            - energy_from_peak(Tp, NU * np.exp(-step))) / (2 * step)
nu_formula = K_B * Tp * x / (1 + x)
assert abs(nu_slope / nu_formula - 1) < 1e-4

# Second-order control: here the peak must move with coverage
second_peaks = []
for c in (1.0, 0.1):
    T2, theta2, rate2 = spectrum(second_order, c)
    p2 = locate_peak(T2, rate2)
    left_side = ENERGY / (K_B * p2**2)
    right_side = 2 * np.interp(p2, T2, theta2) * rate_constant(p2) / BETA
    assert abs(left_side / right_side - 1) < 1e-3
    second_peaks.append(p2)
assert second_peaks[1] - second_peaks[0] > 20

# Coverage-dependent energy
repulsive_peaks = [peak_of(repulsive, c) for c in (1.0, 0.1)]
assert repulsive_peaks[0] < repulsive_peaks[1] < Tp

# Incomplete pairing: formula against the explicit sum over dimer states
pair_weight = np.exp(PAIRING / (K_B * Tp))
for z in np.logspace(-4, 2, 13):
    total = 1 + 2 * z + pair_weight * z**2
    mean_coverage = (z + pair_weight * z**2) / total
    assert abs(paired_fraction(mean_coverage, pair_weight)
               - pair_weight * z**2 / total) < 1e-12
assert abs(peak_of(pairing_law(5.0), 0.1) - Tp) < 1e-2
pair_coverages = [1.0, 0.5, 0.1]
pair_peaks = [peak_of(pairing_law(PAIRING), c) for c in pair_coverages]
assert Tp < pair_peaks[0] < pair_peaks[1] < pair_peaks[2]

# Pumping delay and readsorption with unit sticking
pump_time = VOLUME / PUMP_SPEED
h2_mass = 2 * 1.008 * const.atomic_mass
mean_speed = np.sqrt(8 * const.k * GAS_TEMPERATURE / (np.pi * h2_mass))
conductance = mean_speed / 4 * SAMPLE_AREA * 1e-4 * 1e3  # litre/s
return_ratio = conductance / PUMP_SPEED


def gas_peak(theta0, ratio):
    def law(temperature, y):
        leaving = rate_constant(temperature) * y[0]
        returning = ratio * y[1] / pump_time
        return np.array([-leaving + returning,
                         leaving - returning - y[1] / pump_time])
    temperatures, y = integrate(law, [theta0, 0.0])
    return locate_peak(temperatures, y[1])


pumped_peak = gas_peak(1.0, 0.0)
pump_shift = pumped_peak - Tp
assert abs(pump_shift / (BETA * pump_time) - 1) < 0.05
assert abs(gas_peak(0.1, 0.0) - pumped_peak) < 1e-3
readsorbed_peak = gas_peak(1.0, return_ratio)
readsorption_shift = readsorbed_peak - pumped_peak
predicted = (redhead_peak(nu=NU / (1 + return_ratio))
             + BETA * pump_time / (1 + return_ratio))
assert abs(readsorbed_peak - predicted) < 0.05

print(f"Boltzmann constant: {K_B:.6e} eV/K")
print(f"desorption energy E: {ENERGY:.2f} eV")
print(f"prefactor nu: {NU:.1e} 1/s; ramp rate beta: {BETA:.1f} K/s")
print(f"peak temperature from the condition: {Tp:.3f} K = {Tp - 273.15:.1f} C")
print(f"x = E/(k Tp): {x:.3f} (no unit)")
for c, p in zip(coverages, first_peaks):
    print(f"first-order simulated peak, initial {c:.2f} ML: {p:.3f} K")
for s, p in zip((300.0, 700.0), other_starts):
    print(f"simulated peak, ramp started at {s:.0f} K: {p:.3f} K")
print(f"coverage left at peak, simulated from 1 ML: {theta_peak:.4f} ML")
print(f"coverage left at peak, exponential integral: {theta_formula:.4f} ML")
print(f"coverage left at peak, (1+2/x)/e: {theta_simple:.4f} ML")
print(f"peak desorption rate from 1 ML: {peak_rate:.5f} ML/s")
print(f"temperature scale k Tp^2/E: {kelvin_scale:.2f} K")
print(f"limiting full width in that scale: {limit_width:.4f} (no unit)")
print(f"full width at half maximum, simulated: {width:.2f} K")
print(f"full width, large-x formula: {limit_width * kelvin_scale:.2f} K")
print(f"E recovered from simulated peak: {energy_back:.5f} eV")
print(f"E from the 3.64 formula: {energy_364:.4f} eV")
print(f"ln x in the example: {np.log(x):.4f} (no unit)")
print("3.64 formula, range nu/beta 1e8 to 1e13 1/K, Tp 200 to 1500 K:")
print(f"  relative error of E from {100 * errors_364.min():.2f}"
      f" to {100 * errors_364.max():.2f} percent")
print(f"E inferred if nu is taken as 1e13 1/s: {energy_wrong_nu:.4f} eV")
print(f"dE/d ln(nu) at fixed Tp: {nu_formula:.5f} eV")
print(f"dTp/d ln(beta), formula: {ramp_formula:.3f} K")
print(f"dTp/d ln(beta), simulated: {ramp_slope:.3f} K")
print(f"peak shift for 5 percent ramp error: {0.05 * ramp_formula:.2f} K")
for c, p in zip((1.0, 0.1), second_peaks):
    print(f"second-order control peak, initial {c:.1f} ML: {p:.2f} K")
print(f"repulsion: {REPULSION:.2f} eV per ML")
for c, p in zip((1.0, 0.1), repulsive_peaks):
    print(f"peak with repulsion, initial {c:.1f} ML: {p:.2f} K")
print(f"pairing energy: {PAIRING:.2f} eV")
print(f"pairing weight exp(pairing/(k Tp)): {pair_weight:.1f} (no unit)")
for c, p in zip(pair_coverages, pair_peaks):
    print(f"peak with pairing, initial {c:.1f} ML: {p:.2f} K,"
          f" shift {p - Tp:.2f} K")
print(f"chamber volume: {VOLUME:.0f} L; pumping speed: {PUMP_SPEED:.0f} L/s")
print(f"pumping time: {pump_time:.2f} s; peak delay: {pump_shift:.3f} K")
print(f"sample area: {SAMPLE_AREA:.1f} cm2; gas: {GAS_TEMPERATURE:.0f} K")
print(f"sample impingement conductance for H2: {conductance:.1f} L/s")
print(f"conductance over pumping speed g: {return_ratio:.4f} (no unit)")
print(f"readsorption shift at unit sticking: {readsorption_shift:.2f} K")
print("all tests passed")
```

Printed output:

```
Boltzmann constant: 8.617333e-05 eV/K
desorption energy E: 2.50 eV
prefactor nu: 1.0e+15 1/s; ramp rate beta: 2.0 K/s
peak temperature from the condition: 786.120 K = 513.0 C
x = E/(k Tp): 36.904 (no unit)
first-order simulated peak, initial 1.00 ML: 786.120 K
first-order simulated peak, initial 0.50 ML: 786.120 K
first-order simulated peak, initial 0.10 ML: 786.120 K
first-order simulated peak, initial 0.01 ML: 786.120 K
simulated peak, ramp started at 300 K: 786.120 K
simulated peak, ramp started at 700 K: 786.120 K
coverage left at peak, simulated from 1 ML: 0.3868 ML
coverage left at peak, exponential integral: 0.3868 ML
coverage left at peak, (1+2/x)/e: 0.3878 ML
peak desorption rate from 1 ML: 0.03632 ML/s
temperature scale k Tp^2/E: 21.30 K
limiting full width in that scale: 2.4464 (no unit)
full width at half maximum, simulated: 50.26 K
full width, large-x formula: 52.11 K
E recovered from simulated peak: 2.50000 eV
E from the 3.64 formula: 2.4979 eV
ln x in the example: 3.6083 (no unit)
3.64 formula, range nu/beta 1e8 to 1e13 1/K, Tp 200 to 1500 K:
  relative error of E from -2.95 to -0.36 percent
E inferred if nu is taken as 1e13 1/s: 2.1968 eV
dE/d ln(nu) at fixed Tp: 0.06596 eV
dTp/d ln(beta), formula: 20.206 K
dTp/d ln(beta), simulated: 20.207 K
peak shift for 5 percent ramp error: 1.01 K
second-order control peak, initial 1.0 ML: 785.13 K
second-order control peak, initial 0.1 ML: 834.32 K
repulsion: 0.05 eV per ML
peak with repulsion, initial 1.0 ML: 774.28 K
peak with repulsion, initial 0.1 ML: 784.95 K
pairing energy: 0.25 eV
pairing weight exp(pairing/(k Tp)): 40.1 (no unit)
peak with pairing, initial 1.0 ML: 786.50 K, shift 0.38 K
peak with pairing, initial 0.5 ML: 788.20 K, shift 2.08 K
peak with pairing, initial 0.1 ML: 793.58 K, shift 7.46 K
chamber volume: 60 L; pumping speed: 300 L/s
pumping time: 0.20 s; peak delay: 0.396 K
sample area: 1.0 cm2; gas: 300 K
sample impingement conductance for H2: 44.4 L/s
conductance over pumping speed g: 0.1479 (no unit)
readsorption shift at unit sticking: 2.75 K
all tests passed
```
